\section*{Why Narrower Pores Fill More Slowly Despite Higher Capillary Pressure}

\section{A stronger pull and a later arrival}

Let water enter two straight pores, each 100 nm long, with equally wettable walls. In a pore of radius 1 nm the capillary pressure is 125 MPa; in a pore of radius 4 nm it is 31 MPa. The viscous filling law derived below gives 285 ns for the narrow pore and 71 ns for the wide one. The pore with four times the pull takes four times as long.

The belief that this contradicts is reasonable. Capillary pressure drives the liquid, it grows as the pore shrinks, and a larger driving pressure pushes liquid faster through a given tube. It seems to follow that narrow pores fill faster. The flaw lies in the words ``a given tube''. Changing the radius changes the pull and also the resistance, and the resistance changes more.

The comparison concerns separate cylindrical pores, each fed from free liquid at the pressure of the surrounding gas. The surface tension $\gamma$, viscosity $\eta$, contact angle $\theta<90^\circ$ and length $L$ are held fixed while the radius $r$ varies. Gas can leave ahead of the liquid, the flow is laminar, and the liquid does not slip at the wall. Gravity and, at first, inertia are neglected.

\section{The pull}

Let $\gamma_{\rm d}$ and $\gamma_{\rm w}$ be the energies per area of dry and wetted wall. The balance of forces along the wall at the contact line is Young's equation,
\begin{equation}
\gamma_{\rm d}-\gamma_{\rm w}=\gamma\cos\theta .
\end{equation}
When the front advances by $dx$, the meniscus keeps its shape, so its own energy does not change. A wall area $2\pi r\,dx$ turns from dry to wet and releases the energy $2\pi r\gamma\cos\theta\,dx$. The filled volume grows by $\pi r^2dx$. If $P$ is the capillary pressure, its work equals the released energy:
\begin{equation}
P\,\pi r^2dx=2\pi r\gamma\cos\theta\,dx
\quad\Longrightarrow\quad
P=\frac{2\gamma\cos\theta}{r}.
\label{pull}
\end{equation}
Here $P$ is gas pressure minus liquid pressure at the meniscus, positive for a wetting liquid. Since the liquid at the pore mouth is at gas pressure, $P$ is also the pressure drop along the liquid column. This half of the belief is correct: halving $r$ doubles $P$.

\section{The resistance}

Let the column have length $x$, and consider the coaxial cylinder of liquid with radius $s<r$ inside it. The pressure drop pushes it forward with force $\pi s^2P$. The slower liquid around it drags it back through the area $2\pi sx$. The velocity $u(s)$ falls towards the wall, so $du/ds$ is negative and the drag is $-2\pi sx\,\eta\,du/ds$. In steady flow the two forces balance:
\begin{equation}
\pi s^2P=-2\pi sx\,\eta\frac{du}{ds}
\quad\Longrightarrow\quad
\frac{du}{ds}=-\frac{Ps}{2\eta x}.
\label{shear}
\end{equation}
Integration with $u(r)=0$ gives
\begin{equation}
u(s)=\frac{P}{4\eta x}\,(r^2-s^2).
\end{equation}
The front advances at the mean velocity over the cross-section,
\begin{align}
v&=\frac{1}{\pi r^2}\int_0^r u(s)\,2\pi s\,ds
=\frac{2}{r^2}\,\frac{P}{4\eta x}\left(\frac{r^4}{2}-\frac{r^4}{4}\right)
=\frac{r^2P}{8\eta x}.
\label{flow}
\end{align}
At fixed pressure and column length, halving the radius cuts the speed to a quarter. The liquid is nowhere far from a wall that holds it still.

\section{The two together}

Inserting Eq.~\eqref{pull} into Eq.~\eqref{flow} gives
\begin{equation}
\frac{dx}{dt}=\frac{r^2}{8\eta x}\,\frac{2\gamma\cos\theta}{r}
=\frac{\gamma r\cos\theta}{4\eta x}.
\label{speed}
\end{equation}
The resistance contributes $r^2$ and the pull contributes $1/r$. One power of $r$ survives, and it favours the wide pore. Multiplying by $2x$ and using $2x\,dx/dt=d(x^2)/dt$,
\begin{equation}
\frac{d(x^2)}{dt}=\frac{\gamma r\cos\theta}{2\eta}
\quad\Longrightarrow\quad
x^2=\frac{\gamma r\cos\theta}{2\eta}\,t ,
\end{equation}
for a pore that is empty at $t=0$. Setting $x=L$ gives the filling time
\begin{equation}
t_L=\frac{2\eta L^2}{\gamma r\cos\theta}.
\label{time}
\end{equation}

For water near room temperature take $\gamma=72$ mN/m and $\eta=0.89$ mPa\,s, with $\theta=30^\circ$ for a hydrophilic wall. For $r=1$ nm and $L=100$ nm,
\begin{equation}
t_L=\frac{2\,(0.89\times10^{-3})(10^{-7})^2}{0.072\times10^{-9}\times0.866}\ {\rm s}
=2.85\times10^{-7}\ {\rm s}=285\ {\rm ns}.
\end{equation}
Radii of 2 and 4 nm give 143 and 71 ns. At the moment when the 4 nm pore is full, the fronts in the 1 and 2 nm pores stand at 50 and 71 nm, as $x\propto\sqrt r$ requires.

The same times follow without the closed formulas. Solving numerically for the meniscus shape and for the flow in the tube, and then adding up the travel time, gives 285.5, 142.7 and 71.4 ns. A power law fitted to these three values has exponent $-1.0000$ in the radius.

\section{When the narrow tube does win}

\subsection{Before viscosity takes hold}

Equation~\eqref{speed} gives an infinite speed at $x=0$, which shows that something is missing at the start: the liquid must be accelerated. The column has momentum $\rho\pi r^2x\,dx/dt$, where $\rho$ is its density. By Eq.~\eqref{flow}, the pressure needed to overcome drag is $8\eta xv/r^2$. Using this steady drag also during the start, and letting new liquid enter from rest, Newton's law divided by $\pi r^2$ reads
\begin{equation}
\rho\frac{d}{dt}\!\left(x\frac{dx}{dt}\right)
=\frac{2\gamma\cos\theta}{r}-\frac{8\eta}{r^2}\,x\frac{dx}{dt}.
\end{equation}
Define $M=x\,dx/dt$, $a=8\eta/(\rho r^2)$ and $B=2\gamma\cos\theta/(\rho r)$. Then $dM/dt=B-aM$, and with $M(0)=0$,
\begin{equation}
M=\frac{B}{a}\left(1-e^{-at}\right).
\end{equation}
Because $M=\tfrac12\,d(x^2)/dt$, a second integration gives
\begin{equation}
x^2=\frac{2B}{a}\left[t-\frac{1-e^{-at}}{a}\right].
\end{equation}

For $at\ll1$, the expansion $1-e^{-at}\approx at-a^2t^2/2$ turns the bracket into $at^2/2$. Hence
\begin{equation}
x\approx\sqrt B\,t=t\sqrt{\frac{2\gamma\cos\theta}{\rho r}} .
\end{equation}
In this regime the narrow tube leads. At a given pressure, the driving force and the mass per length both scale with the cross-section, which therefore cancels, and the higher pressure gives the higher speed.

For $at\gg1$ the exponential vanishes. Since $2B/a=\gamma r\cos\theta/(2\eta)$, the viscous law returns with $t$ replaced by $t-1/a$. In this model, inertia then merely delays the front by $1/a=\rho r^2/(8\eta)$.

Horizontal tubes of radius 0.5 and 1 mm and length 5 mm show the first regime. Their settling times $1/a$ are 35 and 140 ms. Integrating the equation of motion gives filling times of 10.5 and 14.4 ms, so the narrower tube wins. These are values of the simple model. Unsteady drag, the liquid set in motion outside the mouth and a speed-dependent contact angle lengthen them to roughly 13 and 18 ms without changing the order. The viscous law would have given 1.43 and 0.71 ms, wrong in both size and order. In the nanopores, by contrast, the inertial delay is at most a few picoseconds, against filling times of 71 ns or more. Experience with short, wide tubes therefore does not carry over to nanopores.

\subsection{When the walls differ}

With the other quantities fixed, Eq.~\eqref{time} orders pores by $r\cos\theta$. A 2 nm pore ties with a 1 nm pore at $\theta=30^\circ$ if
\begin{equation}
\cos\theta_2=\frac{1}{2}\cos30^\circ=0.433,
\qquad \theta_2=64.3^\circ .
\end{equation}
At a larger angle the wide pore is slower. A measured reversal between two materials may thus reflect their wetting and not their pore size.

\subsection{When ``first'' means at lower humidity}

There is a true statement close to the belief. Suppose that water arrives as vapour at relative humidity $h$. Treating the vapour as an ideal gas, condensing one mole costs the free energy $RT\ln(1/h)$, with $R$ the gas constant and $T$ the temperature. Wetting the pore returns $PV$ per mole, where $V$ is the molar volume of the liquid. A meniscus neither advances nor retreats when the two are equal:
\begin{equation}
h=\exp\!\left(-\frac{PV}{RT}\right).
\end{equation}
At 298 K this threshold is 40, 63 and 80\% for radii of 1, 2 and 4 nm, with $V$ taken as constant. Water under 125 MPa of tension expands by about 5\%, which lowers the first value to about 39\%. As humidity is raised slowly, the narrow pores fill first. That is a statement about which pores can hold liquid in equilibrium, and it contains no viscosity and no time.

Connected pores with a limited supply are a further case. The liquid behind the meniscus of a 1 nm pore is at lower pressure than that behind the meniscus of a 2 nm pore, so the narrow pore draws liquid out of the wide one. Equation~\eqref{time} does not describe this, since it gives each pore its own reservoir.

\section{How far the simple law can be trusted at 1 nm}

A pore of radius 1 nm is only about seven water molecules wide, so the use of bulk properties needs scrutiny. The material inputs in this section are rough assumed values.

\paragraph{A wall layer that does not flow.} Let a layer of thickness $\delta$ become immobile as the liquid arrives. Flow then passes through a channel of radius $r-\delta$ at the rate $\pi(r-\delta)^4P/(8\eta x)$, but it must still fill the whole area $\pi r^2$. With $P$ unchanged, the speed is multiplied by $(1-\delta/r)^4$ and the time by $(1-\delta/r)^{-4}$. For $\delta=0.3$ nm, about one molecule, the factors are 4.2, 1.9 and 1.4, and the times become about 1190, 270 and 100 ns. The layer slows the narrow pore most, so it widens the gap.

\paragraph{Slip.} If the liquid slides along the wall, a slip length $b$ is defined by $u(r)=-b\,du/ds$ at $s=r$. By Eq.~\eqref{shear} this adds $bPr/(2\eta x)$ to the velocity everywhere, so
\begin{equation}
v=\frac{r^2P}{8\eta x}\left(1+\frac{4b}{r}\right),
\qquad
t_L=\frac{2\eta L^2}{\gamma\cos\theta\,(r+4b)} .
\end{equation}
For equal $b$ the wide pore still wins, but the advantage shrinks. With $b=10$ nm, a value chosen to be large, the 1 nm pore takes just 1.024 times as long as the 2 nm pore.

\paragraph{Friction at the ends of the column.} Let the moving contact line lose a force $\zeta v$ per unit length, so that $\gamma\cos\theta$ becomes $\gamma\cos\theta-\zeta v$. Equation~\eqref{speed} changes to
\begin{equation}
4\eta xv=r(\gamma\cos\theta-\zeta v)
\quad\Longrightarrow\quad
v=\frac{\gamma r\cos\theta}{4\eta(x+cr)},\qquad c=\frac{\zeta}{4\eta}.
\end{equation}
The friction acts like an extra column of length $cr$. Integrating $dt=dx/v$ from 0 to $L$,
\begin{equation}
t_L=\frac{2\eta L^2}{\gamma r\cos\theta}+\frac{4\eta cL}{\gamma\cos\theta}.
\end{equation}
The added time does not depend on $r$, so it cannot change the order. For $\zeta=10\eta$ it is 14 ns in every pore. Viscous loss at the pore mouth, taken as one extra radius of column, adds 2, 4 and 8\% to the simple times.

\paragraph{Surface tension and heating.} These two can favour the narrow pore, the first only under a condition. The meniscus has radius $r/\cos\theta$. If curvature changes $\gamma$ by a fraction $2\ell\cos\theta/r$ with $\ell=0.1$ nm, the change is 17, 9 and 4\%, and its sign is left open here. This alone does not change the pull. The energy argument behind Eq.~\eqref{pull} gives $P=2(\gamma_{\rm d}-\gamma_{\rm w})/r$, so at fixed wall energies the angle adjusts and $P$ stays the same. The pull changes by these fractions only if the angle stays fixed, which means that $\gamma_{\rm d}-\gamma_{\rm w}$ itself depends on the radius. They are used below as a rough allowance for that possibility. Next, the capillary work per volume, $P$, ends as heat. If none left the water, this work alone would raise its temperature by $P/(\rho c_p)$, with $c_p$ its specific heat, which is 30, 15 and 7 K. Wetting also releases heat beyond this work. If the angle stays fixed while $\gamma$ falls by 0.15 mN/m per kelvin, the total is larger by the factor $1-(T/\gamma)\,d\gamma/dT\approx1.6$, which gives about 48, 24 and 12 K. Warmer water is less viscous, by roughly 2\% per kelvin. Both estimates are generous: with a heat diffusivity of 0.1 mm$^2$/s, heat spreads over 1 nm in about 10 ps, so the solid between the pores takes up part of it long before filling ends.

Now combine these effects in the narrow pore's favour: the pull raised by the allowance above, all heat kept in the water and spread evenly along the column, and both end losses included. With the heat from capillary work alone, the times become 129, 108 and 75 ns. The order survives, but the ratio between 1 and 2 nm falls from 2 to 1.19. Without the allowance for the pull the times are 168, 121 and 79 ns and the ratio is 1.39. If the heat travels with the water instead of spreading evenly, the ratio with the allowance is about 1.3. The full heat of wetting would narrow the gap further, but this simple estimate cannot be extended that far: over some 50 K the viscosity of water falls by less than 2\% per kelvin on average, and, at fixed angle, the falling surface tension weakens the pull. With the temperature dependence of both properties of bulk water included, the ratio is about 1.33 for the capillary heat and 1.22 for the full heat. Slip is left out of this combination, and adding it would reverse the order, not only for the large slip length tried above but already for $b=1$ nm. The immobile layer, also left out, acts the other way. The $1/r$ law is thus secure as a result of the stated model, while at 1 nm the numerical ratio depends on how much heat stays in the water and on what the wall does to the first molecular layers. Slip of about a nanometre or more, together with heat retained in the water, could even reverse the order.

\section{Water in a porous low-$k$ film}

The example is modelled on a porous organosilicate interlayer dielectric whose pore walls have been made hydrophilic by plasma damage. A pore radius near 1 nm and a thickness near 100 nm are rough typical values; 4 nm is far wider than usual for such films and serves to show the trend. An undamaged hydrophobic wall with $\theta>90^\circ$ has negative $P$ and does not draw in liquid water at all. Real pores are also not straight, separate cylinders. If the path is twice as long as the film is thick, Eq.~\eqref{time} gives four times the filling time. Together with the immobile layer, this moves the 1 nm result from 285 ns to about $4\times1190$ ns, or 5 $\mu$s. Constrictions and damage that reaches only part of the depth are not included.

Three other neglected effects are also small for these numbers. With a film modulus of 5 GPa, the capillary pressure corresponds to an elastic strain of about 2.5\% at 1 nm. Air trapped at atmospheric pressure in a closed pore, if it behaved as an ideal gas and did not dissolve, would be squeezed into less than 0.5\% of the length. The weight of the column is less than $10^{-10}$ of the capillary pull.

For processing, the time scale sets a limit. By these estimates a 100 nm film fills within microseconds, so a rinse lasting seconds fills open, wettable pores of every size considered here. The filling order matters only when wetting ends earlier than that or the path is much longer, as when liquid creeps sideways from an exposed edge: at the slow rate of 100 nm in 5 $\mu$s, Eq.~\eqref{time} still gives about 45 $\mu$m in one second. If separate pores have equal wetting and viscous flow, and the liquid is removed before they are full, the narrow pores are the ones left with the longest dry sections, despite their stronger suction. This rule need not hold in a real film, whose pores are joined through necks: if a 1 nm and a 2 nm pore share one neck of radius 1 nm and length 10 nm, the same flow law fills the narrow pore while the wide front stands at about 65 nm. Exposure to humid air for long enough to reach equilibrium selects the opposite set: the narrow pores hold water and the wide ones may stay empty. The numerical output lists the values for both situations.

\section*{Computed values}
\begin{verbatim}
surface tension: 72 mN/m
viscosity: 0.89 mPa s
density: 997 kg/m3; temperature: 298 K
contact angle: 30 deg
pore length: 100 nm
pore radii: 1, 2, 4 nm
capillary pressure: 124.7, 62.4, 31.2 MPa
front speed at full length: 0.175, 0.35, 0.701 m/s
filling time, formula: 285.5, 142.7, 71.4 ns
filling time, simulated: 285.5, 142.7, 71.4 ns
fitted power of radius in filling time: -1.0000
front position when 4 nm pore is full: 50.0, 70.7, 100.0 nm
angle at which 2 nm pore ties with 1 nm: 64.3 deg
threshold relative humidity: 40.3, 63.5, 79.7 %
-- wide horizontal tubes, inertia included --
tube radii: 0.5, 1 mm
tube length: 5 mm
filling time: 10.5, 14.4 ms
viscous law alone would give: 1.43, 0.71 ms
viscous settling time rho r^2/(8 eta): 35, 140 ms
-- neglected effects, pores of 1, 2, 4 nm --
inertial delay: 0.14, 0.56, 2.24 ps
immobile layer: 0.3 nm
time factor from immobile layer: 4.16, 1.92, 1.37 
time with immobile layer: 1189, 273, 97 ns
slip length tried: 10 nm
time ratio 1 nm / 2 nm with slip: 1.024
line friction / viscosity: 10
delay from line friction, every pore: 14.3 ns
entrance loss taken as extra length: 1 radius
time increase from entrance loss: 2, 4, 8 %
curvature length of surface tension: 0.1 nm
surface tension change, either sign: 17.3, 8.7, 4.3 %
heating if no heat leaves the water: 29.9, 15.0, 7.5 K
viscosity drop per kelvin: 2 %
film heat diffusivity: 0.1 mm2/s
heat escape time of film: 100 ns
film modulus: 5 GPa
elastic strain, pressure/modulus: 2.49, 1.25, 0.62 %
unfilled part if air is trapped: 0.08, 0.16, 0.32 %
gravity / capillary pressure: 8e-12, 2e-11, 3e-11 
time factor if path is 2 times longer: 4
time, all corrections favouring narrow: 129, 108, 75 ns
its ratio 1 nm / 2 nm: 1.19
\end{verbatim}
